Why the Mott–Schottky Plot of a Thin Passive Film Flattens

Q: I measure the capacitance C of a metal electrode covered by a thin n-type passive film. As I make the electrode more anodic, 1/C² first rises along a straight line. Then it bends over and becomes almost flat. The line is supposed to give me the donor density. Has the density changed where the plot flattens?

A: It need not have changed. In the rising part, each anodic step uncovers donors at the inner edge of a depletion layer, and that edge moves away from the electrolyte. The plates of the equivalent capacitor move apart, so C falls. Once the edge reaches the metal it has nowhere further to go. Additional positive charge then sits on the metal surface, at a fixed distance from the electrolyte, and C stops falling.

This requires a film whose thickness stays fixed during the sweep, with no other charge that can respond inside it.

Q: Before I accept the picture, what are you assuming about the film?

A: The film occupies 0 < x < L, with the electrolyte at x = 0 and the metal at x = L. Its relative permittivity is κ, and it has N shallow donors per volume, all ionised. Electrons exchange freely with the metal but cannot cross into the electrolyte. The contact with the metal is neutral, meaning that the electron density there equals N. The measuring signal is slow enough for electrons to follow and fast enough for ions to stay put.

I use atomic units in the algebra: the elementary charge is 1, and Poisson's equation for the electrostatic potential φ reads φ'' = −4πρ/κ. Set φ(L) = 0 and define ψ(x) = −φ(x). An anodic bias makes the metal positive relative to the solution, so ψ is positive at the electrolyte face. It is also the upward shift of an electron's energy, the band bending. Call its face value ψs; flat band is ψs = 0.

With T the thermal energy, Boltzmann statistics give the electron density n = N exp(−ψ/T). The charge density is ρ = N − n, hence

ψ'' = (4πN/κ)[1 − exp(−ψ/T)], ψ(0) = ψs, ψ(L) = 0.

Let σ be the total charge per area of film and metal. The electric field is −φ' = ψ'. Gauss's law for a box from the film face into the metal, where the field vanishes, gives

σ = −κψ'(0)/4π.

The electrolyte carries the opposite charge. The film capacitance per area is C = dσ/dψs.

Q: You said that C depends on where the added charge sits. Can that be shown without assuming a sharp depletion edge?

A: Yes. Let the bias change slightly, and write δ for the resulting changes. Then δψ'' = 4πδρ/κ. Multiply by x and integrate by parts:

∫ x δψ'' dx = L δψ'(L) − [δψ(L) − δψ(0)] = L δψ'(L) + δψs,

because δψ(L) = 0. Therefore

δψs = (4π/κ) ∫ x δρ dx − L δψ'(L).

Gauss's law at the metal surface gives its charge as σm = −κψ'(L)/4π, so the last term is (4π/κ)L δσm. Together,

δψs = (4π/κ)[∫ x δρ dx + L δσm] = (4π/κ) x̄ δσ,

where x̄ is the mean position of the added charge, metal surface included. Dividing by δσ,

1/C = 4πx̄/κ.

Q: An average of positive and negative contributions could lie anywhere. What confines x̄ to the film?

A: The added charge has one sign. Since ρ = N − N exp(−ψ/T),

δρ = (N/T) exp(−ψ/T) δψ.

Poisson's equation makes δψ'' a positive factor times δψ. Suppose δψ were negative somewhere. Being non-negative at both ends, it would have a negative minimum inside. A minimum needs δψ'' ≥ 0, whereas the equation gives δψ'' < 0 there. So δψ ≥ 0 throughout, and δρ ≥ 0.

As δψ comes down to zero at x = L, its slope there cannot be positive, which gives δσm ≥ 0. All parts of the added charge are therefore non-negative and lie between 0 and L. Hence x̄ ≤ L, and in this model

1/C² ≤ (4πL/κ)².

This is a ceiling on the film's Mott–Schottky plot, and the donor density does not appear in it.

Q: Then where does the straight line come from?

A: It belongs to the case where a neutral region remains between the depletion layer and the metal. Multiply Poisson's equation by ψ' and integrate from that region, where ψ and ψ' are negligible, to the face:

ψ'(0)² = (8πN/κ)[ψs − T + T exp(−ψs/T)].

For ψs well above T the exponential can be dropped. Using σ = −κψ'(0)/4π,

σ² = κN(ψs − T)/2π.

Differentiate with respect to ψs: 2σC = κN/2π, so 1/C = 4πσ/(κN). Squaring and inserting σ²,

1/C² = 8π(ψs − T)/(κN).

Comparison with 1/C = 4πx̄/κ shows that x̄ = σ/N. This is the depletion width W, the thickness of film whose donors supply the charge σ:

W² = κ(ψs − T)/(2πN).

The slope measures N because it records how quickly the edge must retreat to find more donors.

Q: And when the edge reaches the metal?

A: First ignore the few electrons left near the contact. Then ψ'' = 4πN/κ across the whole film. The solution that meets both boundary values is

ψ(x) = ψs(1 − x/L) − (2πN/κ)x(L − x).

Its end slopes are

ψ'(0) = −ψs/L − 2πNL/κ,
ψ'(L) = −ψs/L + 2πNL/κ.

Converting slopes to charges,

σ = κψs/(4πL) + NL/2,
σm = κψs/(4πL) − NL/2.

The metal surface charge starts from zero at

ψL = 2πNL²/κ,

where σ = NL, the charge of all the donors. For larger ψs both charges grow at the same rate, κ/(4πL). The film's own charge stays at NL, and the whole increment is on the metal. So C = κ/(4πL), and 1/C² has reached the ceiling. The straight line crosses the ceiling at ψs = ψL + T.

Q: My donors are unlikely to be evenly distributed. Does that spoil the plateau?

A: Not if they are fixed and fully ionised. For a density N(x), multiply ψ'' = 4πN(x)/κ by 1 − x/L and integrate by parts. The left side becomes −ψ'(0) − ψs/L, so

σ = κψs/(4πL) + ∫ N(x)(1 − x/L) dx.

The integral does not depend on bias. The distribution shifts the stored charge but leaves its slope, the capacitance, unchanged. It does affect the rising part, and it can change the bias at which full depletion begins.

Q: Could you put numbers on this?

A: Take L = 3 nm, κ = 12, N = 10²⁰ cm⁻³ and a temperature of 298 K, for which T = 0.026 eV. These are round parameters, roughly in the regime of the passive film on iron.

In practical units κ/(4πL) becomes κε₀/L, with ε₀ = 8.854×10⁻¹⁴ F/cm:

C = 12 × 8.854×10⁻¹⁴ / (3×10⁻⁷) F/cm² = 3.54 µF/cm².

The ceiling is 1/3.54² = 0.080 cm⁴/µF². The donor charge of the whole film is

10²⁰ × 3×10⁻⁷ × 1.602×10⁻¹⁹ C/cm² = 4.81 µC/cm².

Since ψL = 2πNL²/κ is the donor charge divided by twice the plateau capacitance,

ψL = 4.81/(2 × 3.54) V = 0.68 V,

or 0.025 hartree as an electron energy. The line and the ceiling cross 0.026 V higher, at 0.70 V.

To follow the bend, I solved the full Poisson equation, electrons included, by finite differences and Newton iteration. The columns give ψs in V, 1/C² as a percentage of the ceiling, x̄ in nm, and the percentage of added charge that lands on the metal:

ψs | 1/C² | x̄ | on metal
0.2 | 26 | 1.52 | 4
0.5 | 68 | 2.47 | 30
0.7 | 87 | 2.79 | 59
1.0 | 97 | 2.95 | 85
1.5 | 99.5 | 2.99 | 96

The flattening and the transfer of charge to the metal proceed together.

Q: At 0.5 V the layer should not yet span the film, but 30% of the charge is already going to the metal. Why?

A: The depletion edge is not sharp. In the neutral region ψ is small compared with T, and the equation for a small change becomes

δψ'' = δψ/λ², λ = √(κT/4πN).

Here the Debye length λ is 0.41 nm. A change at the depletion edge decays over this distance. At 0.5 V the formula for W gives 2.5 nm, which leaves only about 0.5 nm before the metal. The change has not died out there, so it induces charge on the metal surface.

This also rounds the knee. At 0.7 V, almost where the two straight lines cross, the computed 1/C² is 13% below the value on the rising line.

Q: How is the plateau approached after that?

A: Well past the knee, a few electrons remain next to the metal. Let y = L − x. The band bending there is approximately Fy, with

F = −ψ'(L) = (ψs − ψL)/L,

so n ≈ N exp(−Fy/T). In the charge formula for uneven donors, these electrons enter as a negative density with weight 1 − x/L = y/L. They change σ by

−(N/L) ∫ y exp(−Fy/T) dy = −NT²/(LF²).

The integral may run to infinity because the exponential decays well inside the film. Since dF/dψs = 1/L, differentiation adds 2NT²/(L²F³) to C. Dividing by κ/(4πL) and substituting F and ψL gives the relative excess of C over its plateau value:

ΔC/C = 4ψL T²/(ψs − ψL)³.

This is a leading-order result. It needs the slope of ψ to be nearly constant over the distance T/F occupied by the electrons. The slope changes by (4πN/κ)(T/F) over that distance, so the condition is 2ψL T/(ψs − ψL)² ≪ 1.

At 1.5 V the condition's left side is 0.05, and the formula gives an excess of 0.32%. The numerical solution gives 0.23%, so the estimate has the right size but is not yet accurate. The plot becomes flat gradually, and a small remaining slope is expected.

Q: I could easily fit a line to that remaining slope. What donor density would I get?

A: A badly wrong one. Between 1.2 and 1.5 V the film's 1/C² rises by about 0.0007 cm⁴/µF², a slope of roughly 0.002 cm⁴/(µF² V). The genuine depletion line has slope 0.117 in the same unit. Because the line formula makes N inversely proportional to slope, the fit would return about fifty times the true density, with the Boltzmann statistics used here. The slope there describes leftover electrons at the contact, not a moving depletion edge.

Q: My instrument also sees the compact layer of the electrolyte. Does it remove the plateau?

A: No. A constant compact-layer capacitance C_H leaves the slope of the rising line unchanged, but it raises the plateau and moves the crossing to a higher potential. I neglect the diffuse layer, which is reasonable for a concentrated electrolyte. Let V be the electrode potential measured from flat band. The same charge σ is stored across both layers, so

V = ψs + σ/C_H, 1/Ct = 1/C + 1/C_H,

where Ct is the total capacitance. Square the second relation:

1/Ct² = 1/C² + 2/(C C_H) + 1/C_H².

In partial depletion, insert 1/C² = 8π(ψs − T)/(κN) and 1/C = 4πσ/(κN):

1/Ct² = (8π/κN)(ψs − T + σ/C_H) + 1/C_H²
= 8π(V − T)/(κN) + 1/C_H².

The slope still gives N. The plateau becomes (4πL/κ + 1/C_H)². Setting this equal to the line, the terms 1/C_H² cancel:

(4πL/κ)² + 8πL/(κC_H) = 8π(V − T)/(κN).

Multiplication by κN/8π gives the crossing

V = ψL + T + NL/C_H.

For C_H = 20 µF/cm², the additional voltage is 4.81/20 = 0.24 V, and the crossing moves to 0.94 V. The plateau is (1/3.54 + 1/20)² = 0.110 cm⁴/µF².

If you converted this plateau to a thickness while ignoring C_H, you would obtain 3 nm × 3.54 × √0.110 = 3.5 nm. That is 18% too thick, even with the correct permittivity.

Q: How close is all this to a real passive film?

A: The thickness and permittivity are plausible for iron, but the donor density is at the low end of a rough range of 10²⁰ to 10²¹ cm⁻³. This matters because ψL is proportional to N. At 10²¹ cm⁻³, with thickness and permittivity unchanged, ψL would be 6.8 V, well beyond a rough band gap of 2 eV. A plateau at one or two volts would then need another explanation. The neutral contact is an idealisation too. In the 3 nm film, a band bending of only 0.1 V at the metal changes the donor density fitted between ψs = 0.2 and 0.5 V: an upward bending lowers it by about a third, and a downward bending raises it by about a fifth. The model also assumes free band electrons that follow the signal; in a disordered iron oxide, localised states can make the measured capacitance depend on frequency, which the model does not describe. Fixed thickness is also easily broken, since passive films can grow under anodic bias. Suppose the film thickens by a rough 1.5 nm/V after ψL. At ψs = 1.5 V it is 3 + 1.5 × (1.5 − 0.68) = 4.2 nm thick. Solving the same equation for that thickness, with κ and N unchanged, gives a film 1/C² that is 1.9 times the fixed-thickness value. The plot then continues to rise. For a film that grows in this way, a flat plot calls for a sweep fast enough to leave the thickness nearly unchanged.

Q: Is the field low enough for the film to survive?

A: That is not guaranteed. From the end slope, the face field at 1.5 V is

(ψs + ψL)/L = (1.5 + 0.68)/3 V/nm = 7.3 MV/cm.

Fields of several MV/cm can drive ions through an oxide, which is how growth enters, and they may approach breakdown. The electrostatic model cannot decide between these outcomes.

Electron tunnelling is a separate matter. I estimated it for an electron at the metal's Fermi level, taking the conduction-band edge at the contact to lie at that level. With a gap Eg = 2 eV and the free-electron mass, the local decay constant is √[2ψ(1 − ψ/Eg)]. Twice its integral across the film at 1.5 V is 17, giving a transmission factor of a few times 10⁻⁸. The result depends strongly on the mass: with 0.3 of the free-electron mass, the factor rises to nearly 10⁻⁴. Placing the band edge 0.07 eV below the Fermi level, as the free-electron mass requires at this donor density, raises the first estimate to about 10⁻⁷. With 0.3 of that mass the offset is 0.26 eV, and the second estimate rises to about 10⁻³. The factor is not itself a current: the leakage also depends on the available states and on defects. If leakage matters, the measured impedance is no longer purely capacitive.

Q: You used Boltzmann statistics at 10²⁰ donors per cm³. Is that safe?

A: It is safe for the ceiling and for the slope of the ideal line, but not necessarily for the offset of that line or the shape of the knee. With the free-electron mass, the Fermi level lies 0.07 eV above the band edge, so the electrons are degenerate. In the first integral, T came from integrating n/N over ψ. Fermi–Dirac statistics replace it by 0.043 eV, which moves the line by 0.017 V. The slope of this ideal line and the ceiling are unaffected, since neither contains that integral.

The knee becomes rounder, because degenerate electrons screen less well: the screening length grows from 0.41 to about 0.62 nm. At 0.7 V, 1/C² is then 82% of the ceiling instead of 87%. The rounding also reaches into the rising part: a line fitted to the film's 1/C² between 0.2 and 0.5 V gives a donor density about 9% too high, compared with 5% for Boltzmann statistics. The slope left between 1.2 and 1.5 V nearly doubles, so a line fitted there would overstate the donor density about thirty times rather than fifty. These corrections shrink if the electrons are heavier. With three times the free-electron mass, 0.043 eV becomes 0.029 eV, and 1/C² at 0.7 V is 86% of the ceiling.

Two coarser approximations remain. Both kinds of statistics were applied point by point, although the electron wavelength at this density, about 4.4 nm for the free-electron mass, exceeds the film thickness. The figures for the knee, the leftover slope and the fitted density are therefore estimates. Treating the electrons as waves of free-electron mass in the 3 nm film makes the fitted density about 20 to 40% too high, depending on how the waves end at the metal. With five times that mass, the error is 4 to 10%. The other approximation is the smooth donor density. The mean spacing N^(−1/3) is 2.2 nm, comparable with the film thickness. The rising line is therefore an average description. The ceiling is sturdier: if all donors are ionised and immobile, they contribute nothing to the change in charge, wherever they sit. It does treat the metal as a perfect conductor, with its charge exactly at the surface. If that charge sat 0.02 nm deeper, behind a layer of permittivity 1, the film's plateau in 1/C² would be 17% higher, because this extra distance is not divided by κ.

Q: Could the plot turn downward at still higher bias?

A: It could, if charge begins to respond near the electrolyte. When ψs approaches the gap, the valence-band edge at the face approaches the Fermi level. Holes that collect there and follow the signal would add charge near x = 0. That lowers x̄, raises C and brings 1/C² down. Holes consumed by a reaction at the face may not accumulate in this way. For a 2 eV gap, the interval from ψL to this limit is about 1.3 V. Deep donors that ionise inside the film would likewise pull x̄ below L.

Q: Then what should I check before I call my plateau full depletion?

A: Measure the thickness independently and see whether L, κ and C_H reproduce the plateau height. Then take N from the slope of the rising part and calculate the crossing potential, using a flat-band potential measured independently. Height and crossing should both agree with the plot, although in a film of a few nanometres the contact and the wave nature of the electrons can shift the fitted N by tens of percent. If you take flat band from the same line, the crossing agrees automatically once the height does, and it tests nothing further. The thickness should also be the same before and after the sweep. If the height fits but the crossing does not, an uneven donor profile is one possibility, because it changes the rising part without moving the ceiling. If the height itself drifts with sweep rate, film growth is a natural suspect.
